The Peierls-Bogoliubov Inequality for Noncommuting Matrices

Q: I am told that a free energy F can be bounded by that of a simpler reference Hamiltonian H0, as F ≤ F0 + ⟨H − H0⟩_0. If H and H0 commute I can prove it with Jensen's inequality. Why should it survive when they do not?

A: Let me fix the terms first. H and H0 are Hermitian matrices of the same finite size d, β > 0 is the inverse temperature, and V = H − H0. Then

F = −(1/β) ln Tr e^{−βH}, F0 = −(1/β) ln Tr e^{−βH0},

⟨X⟩_0 = Tr(X e^{−βH0}) / Tr e^{−βH0}.

In a grand-canonical ensemble the term −μN belongs to both H and H0.

Your Jensen argument proves something even without commutation, but about a different quantity. Let |j⟩ be the eigenvectors of V with eigenvalues v_j, and let w_j = ⟨j|e^{−βH0}|j⟩ / Tr e^{−βH0}. The w_j are positive and sum to one, so convexity of the exponential gives

Tr(e^{−βH0} e^{−βV}) / Tr e^{−βH0} = Σ_j w_j e^{−βv_j} ≥ e^{−β Σ_j w_j v_j} = e^{−β⟨V⟩_0}.

The left side contains the trace of a split exponential, the one that a single step of operator splitting would produce. If H0 and V commute, the product equals e^{−βH} and you are finished. Otherwise it does not in general, and the true trace needs its own argument. For that, switch V on gradually. Define

A = −βH0, B = −βV, K(s) = A + sB, g(s) = ln Tr e^{K(s)}.

Then g(0) = −βF0 and g(1) = −βF. If g is convex, it lies above its tangent at s = 0, and that will be enough.

Q: To test convexity you must differentiate e^{K(s)}. But B does not commute with K, so you cannot write the derivative as B e^K.

A: Correct. Consider instead, for 0 ≤ u ≤ 1,

W(u) = e^{−uK} ∂_s e^{uK}.

The power series of the exponential converges for every finite matrix and may be differentiated term by term, so the derivatives in u and s can be exchanged. Using ∂_u e^{uK} = K e^{uK} and ∂_s K = B,

dW/du = −e^{−uK} K ∂_s e^{uK} + e^{−uK} ∂_s(K e^{uK})
= −e^{−uK} K ∂_s e^{uK} + e^{−uK} B e^{uK} + e^{−uK} K ∂_s e^{uK}
= e^{−uK} B e^{uK}.

At u = 0 the exponential is the identity for every s, so W(0) = 0. Integrating from 0 to 1 and multiplying from the left by e^K gives the Duhamel formula,

∂_s e^K = ∫₀¹ e^{(1−u)K} B e^{uK} du.

The perturbation is inserted at every position u along the exponential, with equal weight.

Q: Then even the slope of g looks complicated.

A: The trace simplifies it. Write Z(s) = Tr e^{K(s)}, which is positive because K is Hermitian. Moving e^{uK} cyclically to the front,

Z′ = ∫₀¹ Tr(e^{(1−u)K} B e^{uK}) du = ∫₀¹ Tr(e^{uK} e^{(1−u)K} B) du = Tr(B e^K).

With ⟨X⟩_s = Tr(X e^K)/Z, this means

g′(s) = Z′/Z = ⟨B⟩_s.

At s = 0 the state is that of H0, so g′(0) = −β⟨V⟩_0. No ordering problem remains in the first derivative.

Q: I would then guess that g″ is the variance ⟨B²⟩_s − ⟨B⟩_s², which is obviously nonnegative.

A: That guess is wrong in general, so positivity has to be shown for the correct expression. Differentiate Z′ = Tr(B e^K) with the Duhamel formula:

Z″ = ∫₀¹ Tr(B e^{(1−u)K} B e^{uK}) du.

Now put b = ⟨B⟩_s and B = D + b, where b multiplies the identity. By construction Tr(D e^K) = 0. Inserting this,

Z″ = ∫₀¹ Tr(D e^{(1−u)K} D e^{uK}) du + 2b Tr(D e^K) + b²Z.

The middle term vanishes. Since g″ = Z″/Z − (Z′/Z)² and Z′/Z = b, the b² terms cancel:

g″(s) = (1/Z) ∫₀¹ Tr(D e^{(1−u)K} D e^{uK}) du.

The two fluctuations D are separated by a piece of the exponential. They would sit side by side, as in the ordinary variance, if D commuted with K.

Q: A trace of a product of four matrices has no evident sign.

A: This one does, because the exponentials can be halved. Let

X = e^{uK/2} D e^{(1−u)K/2}.

K and D are Hermitian, so X† = e^{(1−u)K/2} D e^{uK/2}, and

Tr(X†X) = Tr(e^{(1−u)K/2} D e^{uK} D e^{(1−u)K/2}) = Tr(D e^{(1−u)K} D e^{uK}),

where the last step is again cyclicity. But Tr(X†X) is the sum of |X_mn|² over all elements. The integrand is therefore nonnegative for each u, and g″(s) ≥ 0.

It also follows when g″ vanishes. The integrand is continuous and nonnegative, so a zero integral requires X = 0 for every u. The exponentials are invertible, hence D = 0, which says that B, and so V, is a multiple of the identity.

Q: Please trace the signs from there to the free energies. The definition of F has a minus sign that could reverse everything.

A: It does reverse the inequality, as it should. Integration by parts gives

∫₀¹ (1−s) g″(s) ds = [(1−s) g′(s)]₀¹ + ∫₀¹ g′(s) ds = −g′(0) + g(1) − g(0).

Therefore

g(1) = g(0) + g′(0) + ∫₀¹ (1−s) g″(s) ds ≥ g(0) + g′(0).

Substituting the three values, −βF ≥ −βF0 − β⟨V⟩_0. Division by −β turns the sign around:

F ≤ F0 + ⟨H − H0⟩_0.

This is the Peierls-Bogoliubov inequality. If V = c times the identity, both sides equal F0 + c. For any other V, g″ is positive at every s and the inequality is strict. Keeping the integral gives the size of the error:

F0 + ⟨V⟩_0 − F = (1/β) ∫₀¹ (1−s) g″(s) ds.

The tangent at the other end gives a companion bound. Convexity implies g(0) ≥ g(1) − g′(1), that is −βF0 ≥ −βF + β⟨V⟩_H, with the average taken in the thermal state of H. Dividing by −β and rearranging,

F ≥ F0 + ⟨H − H0⟩_H.

The upper bound needs averages in the reference state alone; the lower one needs an average in the state one is trying to avoid.

Q: What does the convexity mean physically?

A: Since g′(s) = −β⟨V⟩_s, we have

d⟨V⟩_s/ds = −g″(s)/β ≤ 0.

As V is switched on at fixed β, the system adjusts so that the average of V falls, or stays constant if V is a multiple of the identity. Integrating g′ gives F − F0 = ∫₀¹ ⟨V⟩_s ds. The upper bound replaces ⟨V⟩_s by its starting value, thereby ignoring the adjustment.

Q: You rejected my variance formula. How wrong is it?

A: Use the eigenbasis of K, with eigenvalues k_m and probabilities p_m = e^{k_m}/Z. The integral over u can be done for each pair of states:

∫₀¹ e^{(1−u)k_n + u k_m} du = (e^{k_m} − e^{k_n})/(k_m − k_n),

so that

g″ = Σ_mn |D_mn|² (p_m − p_n)/(k_m − k_n),

with the quotient read as p_m when k_m = k_n. The ordinary variance, symmetrized in m and n, is

⟨D²⟩_s = Σ_mn |D_mn|² (p_m + p_n)/2.

Let x = (k_m − k_n)/2. The two weights are √(p_m p_n) sinh(x)/x and √(p_m p_n) cosh(x), and their ratio is tanh(x)/x. The function x − tanh(x) vanishes at zero and has derivative tanh²(x) ≥ 0, so this ratio is at most one, and below one for x ≠ 0. Thus

0 ≤ g″(s) ≤ ⟨B²⟩_s − ⟨B⟩_s².

The upper equality requires D_mn = 0 whenever k_m ≠ k_n, which means that B commutes with K. For one random pair of 5 × 5 matrices, g″ is 0.877 both by finite differences and by the Duhamel integral, while the ordinary variance is 1.019, about 16% above the true curvature. Your formula has the right sign but the wrong value.

Q: Does the result have sensible limits?

A: At high temperature, β → 0 with H and H0 fixed, every state becomes equally likely. Then g″ = β² Var_∞(V) plus terms of order β³, where Var_∞(V) = Tr(V²)/d − (Tr V/d)². Since ∫₀¹ (1−s) ds = 1/2,

F0 + ⟨V⟩_0 − F = (β/2) Var_∞(V) + O(β²).

At low temperature, let E be the lowest eigenvalue of H. The trace lies between e^{−βE} and d e^{−βE}, so

E − (ln d)/β ≤ F ≤ E,

and F → E. If H0 has a nondegenerate ground state |φ⟩ with energy E_φ, the bound tends to E_φ + ⟨φ|H − H0|φ⟩ = ⟨φ|H|φ⟩. The inequality becomes the Rayleigh-Ritz principle E ≤ ⟨φ|H|φ⟩.

Q: Where would the argument fail?

A: Hermiticity cannot simply be dropped, although some special non-Hermitian pairs still obey the bound. Take β = 1, A = 0 and B = iσ_z, with σ_z = diag(1, −1). Then g(s) = ln(2 cos s), g(0) = ln 2 and g′(0) = 0. The tangent drawn at s = 0 has the value 0.693 when it reaches s = 1, but g(1) = ln(2 cos 1) = 0.078 lies below it. In the proof, D is no longer Hermitian, so the trace is not Tr(X†X); at s = 0 it is Tr(B²) = −2.

This matters for auxiliary fields. For Hermitian O and a > 0, the Gaussian integral, applied to each eigenvalue of O, gives

e^{−aO²/2} = ∫ dx (2π)^{−1/2} e^{−x²/2} e^{i√a xO}.

The exponents on the right are anti-Hermitian. The inequality holds for the Hermitian H as a whole, but this proof does not allow its use for each field x separately. For the opposite sign, e^{+aO²/2}, the field enters as e^{√a xO} and the exponents are Hermitian. The Hubbard repulsion below can be written in that form, since (n_↑ − ½)(n_↓ − ½) = ¼ − ½(n_↑ − n_↓)².

There are two further limits. The proof covers finite matrices; in infinite dimension one must first show that the traces and averages exist. And a Monte Carlo estimate of ⟨V⟩_0 has a statistical error, so an estimated right side can fall below F although its true value cannot.

Q: Show me a case in which H and H0 really do not commute, and in which I can check the answer by hand.

A: Take two sites with hopping t, repulsion U and

H = H_hop + U Σ_i (n_i↑ − ½)(n_i↓ − ½),

where H_hop moves an electron between the sites with amplitude −t. All particle numbers are included, which gives 16 states, and the chemical potential is zero in this symmetric form. I use t as the energy unit, with U = 4t and β = 2/t.

An empty or doubly occupied site contributes U/4, a singly occupied one −U/4.

With zero or four electrons there are two states at U/2. With one or three electrons the interaction energies cancel and hopping gives ±t; counting both spins and both particle numbers, there are four states at each sign.

With two electrons, the three triplet states have energy −U/2: hopping is blocked for parallel spins, and spin symmetry gives the third state the same energy. The singlet with one electron per site couples to the even combination of the two doubly occupied configurations. Two configurations on each side give four hopping terms of magnitude t, each with normalization factor ½, so the coupling has magnitude 2t. Diagonal energies −U/2 and U/2 then give ±½√(U² + 16t²). The odd doubly occupied combination stays at U/2. Hence

Z = 3e^{−βU/2} + 8 cosh(βt) + 3e^{βU/2} + 2 cosh(½β√(U² + 16t²))
= 0.055 + 30.098 + 163.794 + 286.250 = 480.197,

and F = −½ ln(480.197) t = −3.087t.

Q: And the reference?

A: Keep the hopping and replace the repulsion by a staggered field h ≥ 0:

H0 = H_hop − hM, M = (n_1↑ − n_1↓) − (n_2↑ − n_2↓).

For each spin this is a 2 × 2 problem with diagonal elements ±h and coupling −t, so the levels are ±ε with ε = √(t² + h²). Each spin contributes (1 + e^{βε})(1 + e^{−βε}) = 4 cosh²(βε/2) to the partition function. Therefore

F0 = −(4/β) ln[2 cosh(βε/2)].

Because ∂H0/∂h = −M, the first-derivative formula gives ⟨M⟩_0 = −∂F0/∂h. With ∂ε/∂h = h/ε,

⟨M⟩_0 = 2m, m = (h/ε) tanh(βε/2).

Exchanging the sites together with the spins leaves H0 unchanged, so the two sites have opposite moments ±m. The levels ±ε hold one electron per spin on average, and the same exchange then gives one electron per site. On site 1 the mean occupations are (1 + m)/2 and (1 − m)/2. The two spins are independent in H0, so each interaction term averages to (m/2)(−m/2) = −m²/4. Since V = U Σ_i (n_i↑ − ½)(n_i↓ − ½) + hM, the upper bound is

Φ(h) = F0 + 2hm − Um²/2.

Q: Which h should I choose?

A: The inequality holds for every h, so choose the one with the lowest Φ. Using dF0/dh = −2m,

dΦ/dh = −2m + 2m + 2h m′ − Um m′ = 2m′(h − Um/2).

For h > 0, h/ε and tanh(βε/2) both increase with h, so m′ > 0. The sign is set by

h − Um/2 = h[1 − (U/2) tanh(βε/2)/ε].

The ratio tanh(y)/y decreases for y > 0, because its derivative has the sign of y − ½ sinh(2y) < 0. The bracket therefore increases with h. If U ≤ 2t/tanh(βt/2), which is 2.63t here, it is never negative and h = 0 is best. Above this threshold Φ first falls and then rises, with a single minimum where

h = Um/2, or ε = (U/2) tanh(βε/2).

This is the mean-field equation, obtained here from a rigorous bound. For U = 4t its solution is ε = 1.915t, so h = √(1.915² − 1) t = 1.6332t and m = 2h/U = 0.8166. Then

F0 = −3.873t,
⟨V⟩_0 = (2 × 1.6332 × 0.8166 − 2 × 0.8166²) t = 1.334t,
Φ = −3.873t + 1.334t = −2.539t.

At h = 0 the average of V vanishes and Φ = F0 = −2.254t. The field reduces the distance to F from 0.833t to 0.548t. This is the best bound within this family of references only: taking the repulsion as H0 and the hopping as V gives ⟨V⟩_0 = 0 and the bound −(2/β) ln[4 cosh(βU/4)] = −2.711t, which is closer to F. Integrating the curvature remainder numerically reproduces both distances.

Q: So the true system has a staggered moment?

A: No. Exchanging up and down spins leaves H unchanged and reverses M, so the thermal average of M in H is zero. A tighter upper bound does not show that H shares the broken symmetry of the reference. Nor does a better upper bound imply a better lower one: the companion bound is −3.779t at h = 0 but −5.398t at the best h.

Q: Could I at least estimate the error from the curvature at s = 0?

A: Sometimes. Treating g″ as constant gives an error g″(0)/(2β). At h = 0 this is 3.465t/4 = 0.866t, near the true 0.833t. At the best h it is 0.252t/4 = 0.063t, far below the true 0.548t, because g″ rises from 0.252 at s = 0 to 23.45 at s = 1.

The large final value can be traced. At s = 1 the state is that of H, which is even under spin exchange. The repulsion in V is even and hM is odd, so their cross terms in g″(1) vanish. The repulsion alone gives the value found at s = 1 for the h = 0 reference, 1.77, since the final state is the same. The remaining 23.45 − 1.77 = 21.68 comes from the staggered field: it is the response of the unpolarized system to the field that the reference had built in. A small initial curvature is thus no guarantee of a small error; the whole path from H0 to H counts. At the midpoint s = ½ the curvature is 3.34 for h = 0 and 2.06 for the best h.

Computed results

```
Hopping t = 1.0 (energy unit)
Repulsion U = 4.0 t
Inverse temperature beta = 2.0 / t
Partition function part 3exp(-beta U/2) = 0.0549 (no unit)
Partition function part 8cosh(beta t) = 30.0976 (no unit)
Partition function part 3exp(beta U/2) = 163.7945 (no unit)
Partition function part 2cosh(beta root/2) = 286.2503 (no unit)
Exact partition function = 480.1972 (no unit)
Exact F = -3.087098 t
Threshold U for a staggered reference = 2.626071 t
Best level energy epsilon = 1.915008 t
[h=0] field h = 0.000000 t
[h=0] moment per site m = 0.000000 (no unit)
[h=0] F0 = -2.253856 t
[h=0] reference average of H-H0 = -0.000000 t
[h=0] upper bound = -2.253856 t
[h=0] lower bound = -3.778830 t
[h=0] upper bound minus F = 0.833242 t
[h=0] integrated remainder = 0.833242 t
[h=0] norm of [H0,V] = 11.3137 t^2
[h=0] s=0.0: g'' = 3.46495, ordinary variance = 10.69144 (no unit)
[h=0] s=0.5: g'' = 3.34178, ordinary variance = 9.54729 (no unit)
[h=0] s=1.0: g'' = 1.76911, ordinary variance = 5.69498 (no unit)
[best h] field h = 1.633174 t
[best h] moment per site m = 0.816587 (no unit)
[best h] F0 = -3.872970 t
[best h] reference average of H-H0 = 1.333628 t
[best h] upper bound = -2.539342 t
[best h] lower bound = -5.397944 t
[best h] upper bound minus F = 0.547756 t
[best h] integrated remainder = 0.547756 t
[best h] norm of [H0,V] = 17.2831 t^2
[best h] s=0.0: g'' = 0.25187, ordinary variance = 1.38810 (no unit)
[best h] s=0.5: g'' = 2.05750, ordinary variance = 4.68921 (no unit)
[best h] s=1.0: g'' = 23.45008, ordinary variance = 32.92980 (no unit)
Exact staggered moment per site = 0.000000 (no unit)
Random 5x5: g'' by finite difference = 0.876881 (no unit)
Random 5x5: g'' by Duhamel integral = 0.876881 (no unit)
Random 5x5: ordinary variance = 1.019347 (no unit)
Random pairs tested = 400 (count)
Smallest g(1)-g(0)-g'(0) = 7.731e-03 (no unit)
Smallest commutator norm = 2.995e-01 (no unit)
Non-Hermitian case: g(1) = 0.077521 (no unit)
Non-Hermitian case: tangent at 1 = 0.693147 (no unit)
```
